\section*{The Landau form of the GW cumulant from two derivations, part 2}

We seek the retarded propagator of one orbital of a many-electron system at zero temperature,
\begin{equation}
G(t)=-\frac{i}{\hbar}\,\theta(t)\,\big\langle c(t)\,c^\dagger+c^\dagger c(t)\big\rangle ,
\label{Gdef}
\end{equation}
where $c$ removes an electron from the orbital and the average is taken in the ground state. Time and energy functions are related by
\begin{equation}
F(t)=\int\frac{dE}{2\pi\hbar}\,e^{-iEt/\hbar}F(E),\qquad
F(E)=\int dt\,e^{iEt/\hbar}F(t).
\label{FT}
\end{equation}
The Coulomb interaction is $e^2/|\mathbf r-\mathbf r'|$; numerical energies are in eV and lengths in \AA.

The reference propagator is
\begin{equation}
G_0(E)=\frac{1}{E-\varepsilon+i0},\qquad
G_0(t)=-\frac{i}{\hbar}\,\theta(t)\,e^{-i\varepsilon t/\hbar}.
\label{G0}
\end{equation}
The energy $\varepsilon$ contains the static self-energy, exchange included. The energy-dependent rest is $\Sigma_c$, and the Dyson equation is $G=G_0+G_0\Sigma_cG$. Energies measured from $\varepsilon$ are written $x$ or $y$. For $t>0$ and any real energy $a$,
\begin{equation}
\int\frac{dE}{2\pi\hbar}\,\frac{e^{-iEt/\hbar}}{E-a+i0}=-\frac{i}{\hbar}\,e^{-iat/\hbar}.
\label{simple}
\end{equation}

In GW, with screened interaction $W$, a filled orbital of energy $\varepsilon_l$ and an excitation of energy $\Omega$ give the time-ordered $\Sigma_c$, per unit coupling weight, the pole
\begin{equation}
\frac{i}{2\pi}\,(-2\pi i)\,\frac{1}{E+\Omega-\varepsilon_l-i0}
=\frac{1}{E-\varepsilon_l+\Omega-i0}.
\label{filled}
\end{equation}
The retarded $\Sigma_c$ has the same poles and residues, with all poles just below the real axis:
\begin{equation}
\Sigma_c(\varepsilon+x)=\int dy\,\frac{\beta(y)}{x-y+i0},
\label{spec}
\end{equation}
with $\beta\ge0$.

The cumulant $C$ is defined by $G(t)=G_0(t)\,e^{C(t)}$ for $t>0$ and kept to first order in $W$. Partial fractions applied to $G_0\Sigma_cG_0$ gave the Landau form
\begin{equation}
C(t)=\int dx\,\frac{\beta(x)}{x^2}\left[e^{-ixt/\hbar}+\frac{ixt}{\hbar}-1\right],
\qquad
\beta(x)=\frac{|\mathrm{Im}\,\Sigma_c(\varepsilon+x)|}{\pi}.
\label{landau}
\end{equation}

If $\beta$ vanishes near $x=0$, the quasiparticle lies at $\varepsilon+\Delta$ with weight $Z=e^{-a}$, where
\begin{align}
\Delta&=-\int dx\,\frac{\beta(x)}{x}=\mathrm{Re}\,\Sigma_c(\varepsilon),
\label{Delta}\\
a&=\int dx\,\frac{\beta(x)}{x^2}=-\frac{\partial\,\mathrm{Re}\,\Sigma_c}{\partial E}\bigg|_{\varepsilon}.
\label{a}
\end{align}
With $p=\beta/x^2$ and a star for convolution, the spectral function $A=-\mathrm{Im}\,G/\pi$ is
\begin{equation}
A(\varepsilon+x)=Z\left[\delta(x-\Delta)+p(x-\Delta)+\tfrac12(p*p)(x-\Delta)+\dots\right].
\label{series}
\end{equation}
If instead $\beta(0)>0$ and $\beta$ is smooth there, the line is broadened:
\begin{equation}
\frac{d\,\mathrm{Re}\,C}{dt}=-\frac1\hbar\int dx\,\beta(x)\,\frac{\sin(xt/\hbar)}{x}
\;\longrightarrow\;-\frac{\pi\beta(0)}{\hbar}\qquad(t\to\infty).
\label{width}
\end{equation}

\subsection{An equation of motion for the cumulant}

The second derivation uses no partial fractions and treats the Dyson equation as an initial-value problem. Write it as $(E-\varepsilon)G(E)=1+\Sigma_c(E)G(E)$. Under the transform (\ref{FT}), multiplication by $E$ becomes $i\hbar\,\partial_t$ and the constant $1$ becomes $\delta(t)$. For the product, inserting $G(E)=\int dt'\,e^{iEt'/\hbar}G(t')$ gives
\begin{equation}
\int\frac{dE}{2\pi\hbar}\,e^{-iEt/\hbar}\,\Sigma_c(E)\,G(E)=\int dt'\,\Sigma_c(t-t')\,G(t') .
\end{equation}
Both factors vanish at negative times, so the integral runs from $0$ to $t$:
\begin{equation}
\left(i\hbar\frac{\partial}{\partial t}-\varepsilon\right)G(t)=\delta(t)+\int_0^t dt'\,\Sigma_c(t-t')\,G(t').
\label{eom}
\end{equation}
The delta function fixes the jump $i\hbar\,G(0^+)=1$. Hence $G(0^+)=-i/\hbar$ and $C(0)=0$.

The self-energy in time follows from its spectral form and the transform (\ref{simple}) of a simple pole:
\begin{equation}
\Sigma_c(t)=-\frac{i}{\hbar}\,\theta(t)\,e^{-i\varepsilon t/\hbar}\,b(t),\qquad
b(t)=\int dy\,\beta(y)\,e^{-iyt/\hbar}.
\label{bt}
\end{equation}
Now insert $G=G_0e^{C}$ into (\ref{eom}) for $t>0$. On the left, the derivative of the phase $e^{-i\varepsilon t/\hbar}$ cancels the term with $\varepsilon$, and $i\hbar\,\dot C\,G_0e^{C}$ remains. On the right, the two phases combine to $e^{-i\varepsilon t/\hbar}$:
\begin{equation}
i\hbar\,\dot C(t)\left(-\frac i\hbar\right)e^{-i\varepsilon t/\hbar}e^{C(t)}
=\left(-\frac{i}{\hbar}\right)^2e^{-i\varepsilon t/\hbar}\int_0^tdt'\,b(t-t')\,e^{C(t')} .
\end{equation}
Dividing by $i\hbar\,(-i/\hbar)\,e^{-i\varepsilon t/\hbar}e^{C(t)}$ leaves the prefactor $(-i/\hbar)/(i\hbar)=-1/\hbar^2$:
\begin{equation}
\dot C(t)=-\frac{1}{\hbar^2}\int_0^tdt'\,b(t-t')\,e^{C(t')-C(t)} .
\label{volterra}
\end{equation}
As long as $G(t)$ does not vanish, this equation is equivalent to the Dyson equation of the single orbital with the given $\Sigma_c$, that is, with off-diagonal elements of the self-energy left out. The function $b$ is of first order in $W$, and so is $C$. To first order the exponential under the integral is therefore replaced by one. With $s=t-t'$,
\begin{equation}
\dot C(t)=-\frac{1}{\hbar^2}\int_0^tds\,b(s).
\label{first}
\end{equation}

Two elementary integrations remain. The first is
\begin{equation}
\int_0^tds\,e^{-iys/\hbar}=\frac{\hbar}{iy}\left(1-e^{-iyt/\hbar}\right),
\end{equation}
and, since $-1/i=i$, it gives
\begin{equation}
\dot C(t)=\frac{i}{\hbar}\int dy\,\frac{\beta(y)}{y}\left(1-e^{-iyt/\hbar}\right).
\label{cdot}
\end{equation}
The second uses $C(0)=0$:
\begin{align}
C(t)&=\frac i\hbar\int dy\,\frac{\beta(y)}{y}\left[t-\frac{\hbar}{iy}\left(1-e^{-iyt/\hbar}\right)\right]\nonumber\\
&=\int dy\,\beta(y)\left[\frac{it}{\hbar y}-\frac{1-e^{-iyt/\hbar}}{y^2}\right]\nonumber\\
&=\int dy\,\frac{\beta(y)}{y^2}\left[e^{-iyt/\hbar}+\frac{iyt}{\hbar}-1\right].
\label{landau2}
\end{align}
This is the Landau form again. The linear term and the constant term are now seen to come from the lower limits of the two time integrals. They enforce $\dot C(0)=0$ and $C(0)=0$. Since $e^{C(t)}$ is the transform of the spectral function, $\dot C(0)=0$ means that the mean energy of the spectrum stays at $\varepsilon$. An upward shift of the quasiparticle is thus balanced by satellites below it.

\subsection{What each derivation assumes}

Both derivations take the same input: retarded functions, a static self-energy absorbed in $\varepsilon$, and the spectral form of $\Sigma_c$. Neither piece of algebra needs the sign of $\beta$. The sign is needed to write the kernel as $|\mathrm{Im}\,\Sigma_c|/\pi$ and to guarantee a nonnegative spectrum.

They differ in what they ask of $\beta$ and in what they show. The energy-domain derivation treats each pole of $\Sigma_c$ separately. It needs no initial condition, because the position of the poles below the axis supplies it. Its intermediate terms diverge at $y=0$, so that point needs a separate argument. The time-domain derivation takes $C(0)=0$ from the jump condition of (\ref{eom}) and needs $b(s)$ to be integrable at short times, for which a finite $\int\beta\,dy$ suffices. The integrands in (\ref{cdot}) and (\ref{landau2}) are finite at $y=0$ at every stage.

The time-domain derivation also shows what is discarded. If the exponential in (\ref{volterra}) is expanded one step further, the second-order cumulant of the Dyson equation obeys
\begin{equation}
\dot C_2(t)=-\frac1{\hbar^2}\int_0^tdt'\,b(t-t')\,[C(t')-C(t)] ,
\label{C2}
\end{equation}
with the first-order $C$ on the right. The cumulant approximation sets $C_2=0$. Neither derivation justifies this choice, since first-order matching says nothing about second order. It has to be judged on other grounds.

One such ground is a core level coupled to a single boson of energy $\Omega$,
\begin{equation}
H=\varepsilon\,c^\dagger c+\Omega\,d^\dagger d+g\,(1-c^\dagger c)(d+d^\dagger),
\end{equation}
where $d$ removes a boson. The ground state considered has the level filled and no boson. In (\ref{Gdef}) the term with $c^\dagger$ acting first vanishes, because the level is full. The other term gives
\begin{equation}
G(t)=G_0(t)\,\langle0|e^{iht/\hbar}|0\rangle,\qquad h=\Omega\,d^\dagger d+g(d+d^\dagger).
\end{equation}
With $D=d+g/\Omega$ one finds $h=\Omega D^\dagger D-g^2/\Omega$. The vacuum of $d$ obeys $D|0\rangle=(g/\Omega)|0\rangle$. It is a coherent state of $D$, with the Poisson weights $e^{-a}a^n/n!$ and $a=g^2/\Omega^2$. Summing over $n$,
\begin{equation}
\langle0|e^{iht/\hbar}|0\rangle=\exp\left[a\left(e^{i\Omega t/\hbar}-1\right)-\frac{ig^2t}{\hbar\Omega}\right].
\label{core}
\end{equation}
By (\ref{filled}) the GW self-energy of this level is $g^2/(E-\varepsilon+\Omega)$, so $\beta(x)=g^2\delta(x+\Omega)$. The Landau form then gives the exponent of (\ref{core}), term by term. For this model the exact cumulant has no term beyond first order, so dropping $C_2$ is exact. The Dyson term (\ref{C2}) itself is not zero here: at short times $b\approx g^2$ and $C\approx-g^2t^2/(2\hbar^2)$, which give $C_2\approx-g^4t^4/(12\hbar^4)$.

The Dyson equation with the same self-energy has the poles $x(x+\Omega)=g^2$, which are spaced by $\sqrt{\Omega^2+4g^2}$ instead of $\Omega$. For $\Omega=6$~eV and $g=4$~eV this is $\sqrt{36+64}=10$~eV instead of 6~eV. Exact diagonalization gives the spacing 6~eV and the weights 0.641, 0.285, 0.063 and 0.009 for zero to three bosons, the Poisson values for $a=16/36=0.444$.

The exactness can be lost when the electron or hole changes its own energy as it emits a boson, which is called recoil here. The series (\ref{series}) adds the pole energies of successive emissions, so it fails when the energy changes of the particle do not add in the same way. Consider one electron in two levels separated by a gap, where each boson emission or absorption moves it to the other level. After two emissions it is back in its first level with energy $2\Omega$ in the bosons. The second-order term of $e^{C}$ instead counts the gap twice. The amplitude to return to the initial state contains even powers of $g$. The $g^2$ term of its logarithm is the Landau form, so the error can start at $g^4$. In the numerical check the error falls by a factor 15.96 when $g$ is halved, close to $2^4=16$, and it vanishes within rounding when the gap is zero.

\subsection{A hole at the bottom of an electron gas}

The example is a hole at $k=0$ in an electron gas of density $n=2.5\times10^{22}$~cm$^{-3}$, a round value. Screening is described by a single plasmon pole at each wave number $q$:
\begin{equation}
\frac{1}{\epsilon(q,\omega)}-1=\frac{\omega_p^2}{\omega^2-\omega_q^2},\qquad
\omega_q^2=\omega_p^2+\frac{v_F^2q^2}{3}+\left(\frac{\hbar q^2}{2m}\right)^2 ,
\label{pole}
\end{equation}
with $\omega_p^2=4\pi ne^2/m$ and the Fermi velocity $v_F$. The coefficient $1/3$ reproduces static Thomas--Fermi screening at small $q$; the plasmon dispersion of the random-phase approximation has $3/5$ instead. The reference bands are parabolic, with a constant offset that absorbs the exchange energy at $k=0$.

Multiplying (\ref{pole}) by $4\pi e^2/q^2$ gives the energy-dependent part of $W$. A pole pair of strength $g_q^2$ has the form $2\hbar\omega_q\,g_q^2/[E^2-(\hbar\omega_q)^2]$, so that
\begin{equation}
g_q^2=\frac{4\pi e^2}{q^2}\,\frac{(\hbar\omega_p)^2}{2\hbar\omega_q}
\end{equation}
per unit volume. For $k=0$ nothing depends on the direction of $\mathbf q$, and the sum over $\mathbf q$ becomes $\int q^2dq/(2\pi^2)$. The factor $q^2$ cancels, and
\begin{equation}
\beta(x)\,dx=\frac{e^2(\hbar\omega_p)^2}{\pi\hbar\omega_q}\,dq,\qquad
x=\frac{\hbar^2q^2}{2m}\mp\hbar\omega_q ,
\label{betagas}
\end{equation}
with the upper sign for filled states, $q<k_F$, and the lower sign for empty ones.

With $e^2=14.40$~eV\,\AA\ and $\hbar^2/2m=3.810$~eV\,\AA$^2$, the Fermi wave number is $k_F=(3\pi^2n)^{1/3}=0.905$~\AA$^{-1}$ and the Fermi energy is 3.12~eV. The plasmon energy is
\begin{equation}
\hbar\omega_p=\sqrt{4\pi\times14.40\times0.025\times2\times3.810}\ \text{eV}=5.87\ \text{eV},
\end{equation}
and at $k_F$ it has risen to 7.56~eV. The filled branch of the kernel therefore runs from $-5.87$~eV at $q=0$ to $3.12-7.56=-4.44$~eV at $k_F$. The empty branch starts at $3.12+7.56=10.68$~eV. At $x=-5.11$~eV, (\ref{betagas}) gives $\beta=11.36$~eV, and $|\mathrm{Im}\,\Sigma_c|/\pi$, evaluated numerically and extrapolated to zero broadening, gives 11.37~eV.

Integration over both branches gives
\begin{align}
\Delta&=3.13\ \text{eV}=5.02\times10^{-19}\ \text{J},\\
a&=0.804+0.063=0.867,\qquad Z=e^{-0.867}=0.420 .
\end{align}
The shift $\Delta$ exceeds the reference Fermi energy, but the Fermi level moves as well: at $k_F$ the exchange energy is 4.15~eV higher than at $k=0$ and $\mathrm{Re}\,\Sigma_c=-1.33$~eV, which places it at $x=3.12+4.15-1.33=5.94$~eV. The first part of $a$ comes from filled states. The satellites below the quasiparticle have the weights $0.420\times0.804=0.338$ for one plasmon and $0.420\times0.804^2/2=0.136$ for two.

The mean offset of the one-plasmon satellite from the quasiparticle is $-5.28$~eV. It is smaller in size than $\hbar\omega_p$ because the filled branch lies between $-5.87$ and $-4.44$~eV. After a Gaussian broadening with a standard deviation of 0.40~eV, the satellite maxima lie 5.4~eV and 10.6~eV below the quasiparticle. The second value is close to twice the mean offset, which is the mean of $p*p$ for the filled branch.

The Dyson equation with the same $\Sigma_c$ gives a different spectrum. Its quasiparticle lies at $x=1.88$~eV with weight 0.66. A second sharp pole lies at $-8.38$~eV with weight 0.27. Such a pole must exist. Near $q=0$ the energy $x$ varies as $q^2$, so by (\ref{betagas}) $\beta$ diverges as an inverse square root at $-\hbar\omega_p$. Then $\Sigma_c(\varepsilon+x)\to-\infty$ as $x$ approaches $-\hbar\omega_p$ from below, and $x-\Sigma_c$ runs from $-\infty$ to $+\infty$ on that side and has a zero.

The spacing of the two Dyson poles is 10.26~eV, or $1.75\,\hbar\omega_p$. If the energies inside $\Sigma_c$ are all shifted by $\Delta$, so that they are aligned with the quasiparticle, the spacing is 9.45~eV, or $1.61\,\hbar\omega_p$. Alignment reduces the discrepancy with the cumulant but does not remove it. The core-level model shows the same contrast, and there the cumulant is exact. For the electron gas this supports the cumulant spacing but does not prove it, because a hole at $k=0$ recoils, and in a parabolic band the recoil energies of successive emissions do not add: $(\mathbf q_1+\mathbf q_2)^2\neq q_1^2+q_2^2$ in general.

The sharp quasiparticle is a property of the model. A plasmon pole leaves out the particle-hole continuum, so $\beta$ vanishes near $x=0$ and the width (\ref{width}) is zero. With the Lindhard dielectric function, $|\mathrm{Im}\,\Sigma_c(\varepsilon)|$ is about 0.45~eV. The other numbers also depend on the model of $W$. With $3/5$ in place of $1/3$ in (\ref{pole}), $Z$ becomes 0.471, the mean offset $-5.58$~eV and the satellite maxima 5.6 and 11.2~eV, while the Dyson spacing changes only to 10.29~eV. The plasmon part of the Lindhard kernel has a mean offset of $-5.7$~eV. The kernel $\beta$ contains neither vertex corrections nor self-consistency. The exponential generates part of them: for the core level it reproduces both diagrams of order $g^4$, the self-consistency term and the vertex term, but with recoil it does so only approximately. The numerical check tests the Landau form against a numerical transform of $G_0\Sigma_cG_0$ for this gas, and the broadened spectrum against the explicit series (\ref{series}).

\section*{Calculated quantities}
\begin{verbatim}
e^2 = 14.3996 eV angstrom
hbar^2/2m = 3.8100 eV angstrom^2
density = 2.50e+22 cm^-3
Fermi wave number = 0.9046 1/angstrom
Fermi energy = 3.118 eV
plasmon energy at q=0 = 5.871 eV
plasmon-pole energy at q=kF = 7.560 eV
kernel, filled branch: from -5.871 to -4.442 eV
kernel, empty branch: starts at 10.677 eV
kernel probe energy x = -5.108 eV
kernel at probe, explicit formula = 11.360 eV
kernel at probe, |Im Sigma|/pi = 11.365 eV
shift Delta = Re Sigma_c(eps) = 3.132 eV = 5.018e-19 J
a from filled branch = 0.8041
a from empty branch = 0.0633
a total = 0.8674
cumulant quasiparticle weight exp(-a) = 0.4200
one-plasmon weight below = 0.3377
two-plasmon weight below = 0.1358
mean one-plasmon offset from quasiparticle = -5.280 eV
Gaussian broadening (standard deviation) = 0.40 eV
quasiparticle peak: x = 3.14 eV, A = 0.4198 1/eV
first satellite maximum: x = -2.30 eV, A = 0.2054 1/eV
second satellite maximum: x = -7.44 eV, A = 0.0684 1/eV
first satellite maximum below quasiparticle = 5.44 eV
second satellite maximum below quasiparticle = 10.58 eV
Dyson quasiparticle: x = 1.882 eV, weight = 0.6581
Dyson satellite pole: x = -8.383 eV, weight = 0.2746
Dyson spacing = 10.264 eV
Dyson spacing / plasmon energy = 1.748
Dyson spacing, aligned quasiparticle = 9.451 eV
aligned Dyson spacing / plasmon energy = 1.610
core model: boson energy = 6.0 eV, coupling g = 4.0 eV
core model: a = 0.4444
core model: exact weights n=0..3 = 0.6412 0.2850 0.0633 0.0094
core model: exact spacing = 6.000 eV
core model: Dyson spacing = 10.000 eV
recoil model: error ratio on halving g = 15.96
\end{verbatim}
